# Velocity renormalization in neutral graphene: bare exchange, static screening and GW, part 3

The problem is how the Coulomb interaction raises the velocity $v$ of the Dirac cone $H_0(\mathbf k) = v\,\boldsymbol\sigma\cdot\mathbf k$ in neutral graphene. Hartree atomic units are used, with $N=4$ flavours, $V(q) = 2\pi/(\kappa q)$, background dielectric factor $\kappa$, momentum cutoff $\Lambda$, $L = \ln(\Lambda/k)$, and

$$\alpha = \frac{1}{\kappa v},\qquad \lambda = \frac{\pi N\alpha}{8} = \frac{\pi\alpha}{2}\quad(N=4).$$

Exchange with the filled band (projector $P$) gives

$$\Sigma(k) = vk\,\frac\alpha4\left[\ln\frac{4\Lambda}{k}+c\right],$$

with $c=-\tfrac12$ for the cutoff $p<\Lambda$ on electron momentum, $+\tfrac12$ for $q<\Lambda$ on momentum transfer, and $0$ for an elliptic cutoff. The group velocity is $v\{1+\tfrac\alpha4[\ln(4\Lambda/k)+c-1]\}$. Static screening replaces $\alpha/4$ by $\gamma_{\rm st}$. A honeycomb-lattice calculation gave exchange energy over $k$ equal to $\tfrac14\ln(\Lambda_{\rm eff}/k)$, with $\Lambda_{\rm eff}a = 9.88$.

The screened interaction is $W = V/\varepsilon$, with $\varepsilon(q,0) = 1+\lambda$ and

$$\Pi(q,i\nu) = -\frac{N\,q^2}{16\sqrt{v^2q^2+\nu^2}}.$$

With $\nu = Q\cos\theta$ and $vq = Q\sin\theta$, GW gives

$$G^{-1} = i\omega\,(1+AL)-v\boldsymbol\sigma\cdot\mathbf k\,(1+BL),$$

$$v(k) = v\,[1+(B-A)L],\qquad Z = 1-AL.$$

The unexpanded pole is at $\omega = \pm vk(1+BL)/(1+AL)$. The coefficients of $L$ are $\gamma_x = \alpha/4$, $\gamma_{\rm st} = \alpha/[4(1+\pi\alpha/2)]$ and

$$\gamma_{GW} = B-A = \frac{\alpha}{2\pi}\int_0^\pi\frac{\sin^2\theta\,d\theta}{1+\lambda\sin\theta},$$

$$\gamma_{GW} = \frac{8}{\pi^2N}\left[1-\frac{\pi}{2\lambda}+\frac{I(\lambda)}{2\lambda}\right],\qquad B = \frac{\alpha I}{2\pi}-\gamma_{GW},\qquad A = B-\gamma_{GW}.$$

Here $I = (2/r)\arccos\lambda$ with $r = \sqrt{1-\lambda^2}$ for $\lambda<1$, and $I = (2/r)\,\mathrm{arccosh}\,\lambda$ with $r = \sqrt{\lambda^2-1}$ for $\lambda>1$. At weak coupling $\gamma_{GW}$ is $\alpha/4-\alpha^2/3$; at infinite coupling $\gamma_{GW}/\gamma_{\rm st}$ tends to $4/\pi$.

The text opened with an example: a suspended sheet with bare velocity $v_0 = 0.39$, $k = 0.002$ bohr$^{-1}$ and $\Lambda = 0.579$ bohr$^{-1}$ has leading-logarithm velocities $1.807$ (bare exchange), $0.672$ (static screening) and $0.722$ (GW).

## Running of the velocity

When $\gamma L$ is not small, the velocity that enters the screening at wave vector $q$ is no longer the bare one. Since $\Pi(q)$ comes from states with $p\sim q$, and the spinors are unchanged by the self-energy, the polarizability at scale $q$ has the form derived above with $v$ replaced by $v(q)$, up to relative corrections of order $d\ln v/d\ln q = -\gamma$. Each shell $dl = -dq/q$ then adds $v\gamma\,dl$ to the velocity of all states with smaller momentum:

$$\frac{dv}{dl} = v\,\gamma\big(\alpha(v)\big),\qquad \alpha(v) = \frac{1}{\kappa v},\qquad l = \ln\frac\Lambda q.$$

This holds to logarithmic accuracy and requires $\gamma\ll1$. The background $\kappa$ does not run, since all electronic screening is contained in $\lambda$. In the static case $Z=1$ and nothing more is needed. In the dynamic case the factor $Z$ must be accounted for. A uniform static potential $\phi$ only shifts $i\omega\to i\omega-\phi$, so $G^{-1}$ contains $(i\omega-\phi)(1+AL)$ and the density vertex acquires the factor $1+AL = 1/Z$ from the shells already removed. In $\Pi$ the two propagators give $Z^2$ and the two vertices $Z^{-2}$. In the next shell of $\Sigma$ one propagator and two vertices give $1/Z$, the same factor that multiplies $G^{-1}$. So $Z$ cancels from the flow of $v$. These vertex factors are not part of GW: the dynamic flow equation is the GW coefficient supplemented by charge conservation.

For bare exchange $dv/dl = 1/(4\kappa)$ and $v = v_0+l/(4\kappa)$, the first-order result, as the self-consistency of the Fock solution requires. For static screening put $b = \pi N/(8\kappa)$, so that $\lambda = b/v$ and

$$\left(1+\frac bv\right)dv = \frac{dl}{4\kappa}\quad\Longrightarrow\quad v+b\ln\frac{v}{v_0} = v_0+\frac{l}{4\kappa}.$$

With $y = v/b$, exponentiation gives $ye^y = y_0\exp[y_0+l/(4\kappa b)]$, so $v = b\,\mathcal W\big(y_0e^{\,y_0+l/4\kappa b}\big)$, with $\mathcal W$ the principal branch of the Lambert function. For $v\ll b$ the logarithm dominates the left side and $v = v_0e^{2l/\pi N}$, a power law in $\Lambda/k$. For $v\gg b$ the growth is linear in $l$ with the unscreened slope $1/(4\kappa)$. The coupling $\alpha$ decreases toward small $k$, and the screening factor tends to 1 logarithmically slowly.

## Worked example

The chosen inputs are $v_0 = 0.39$, lattice constant $a = 4.65$ bohr and $k = 0.002$ bohr$^{-1}$, roughly typical of graphene. The cutoff is fixed by letting two discs of radius $\Lambda$ have the area of the Brillouin zone, $2\pi\Lambda^2 = (2\pi)^2/(\sqrt3a^2/2)$, so $\Lambda = \sqrt{4\pi/\sqrt3}/a = 0.57926$ bohr$^{-1}$. Then $\Lambda/k = 289.63$ and $L = 5.66860$. For the cutoff $p<\Lambda$ the bracket for $E/k$ is $L+0.88629 = 6.55489$ and that for $dE/dk$ is $5.55489$. Two backgrounds are taken: $\kappa=1$ for a suspended sheet, and $\kappa=5$, a chosen value for a sheet on a dielectric substrate.

For $\kappa=1$: $\alpha = 1/0.39 = 2.56410$, $\lambda = 1.57080\times2.56410 = 4.02768$ and $\varepsilon(q,0) = 5.02768$. Hence $\gamma_x = 2.56410/4 = 0.64103$ and $\gamma_{\rm st} = 0.64103/5.02768 = 0.12750$. On the branch $\lambda>1$, $I = 1.06140$. For $N=4$ the term $\pi/(2\lambda)$ equals $1/\alpha = 0.3900$, and $I/(2\lambda) = 1.06140/8.05536 = 0.1318$, so $\gamma_{GW} = 0.2026\times(1-0.3900+0.1318) = 0.1503$. Further, $\alpha I/2\pi = 0.4331$, $B = 0.4331-0.1503 = 0.2828$ and $A = 0.2828-0.1503 = 0.1325$.

For $\kappa=5$: $\alpha = 0.51282$, $\lambda = 0.80554$, $\varepsilon(q,0) = 1.80554$, $\gamma_x = 0.12821$ and $\gamma_{\rm st} = 0.12821/1.80554 = 0.07101$. On the branch $\lambda<1$, $I = 2.14065$, and $\gamma_{GW} = 0.2026\times(1-1.9500+1.3287) = 0.0767$.

| quantity | $\kappa=1$ | $\kappa=5$ |
|---|---|---|
| $\gamma_x$ | 0.64103 | 0.12821 |
| $\gamma_{\rm st}$ | 0.12750 | 0.07101 |
| $\gamma_{GW}$ | 0.15031 | 0.07674 |
| $A$ | 0.13252 | 0.02123 |
| $B$ | 0.28283 | 0.09797 |
| $\gamma_{GW}/\gamma_{\rm st}$ | 1.1789 | 1.0808 |
| $\gamma_x/\gamma_{GW}$ | 4.2646 | 1.6706 |

The effective reduction factor in GW is $4.26$ for the suspended sheet, where the static one is $5.03$, and $1.67$ against $1.81$ on the substrate. Raising $\kappa$ fivefold reduces $\gamma_x$ fivefold but $\gamma_{\rm st}$ by less than a factor of two, because the substrate also weakens the sheet's own screening.

The leading-logarithm velocities $v_0(1+\gamma L)$ for $\kappa=1$ are $0.39\,(1+0.64103\times5.66860) = 1.8071$, $0.39\,(1+0.12750\times5.66860) = 0.6719$ and $0.39\,(1+0.15031\times5.66860) = 0.7223$, the three numbers of the opening paragraph. All velocities, in atomic units, are:

| velocity | $\kappa=1$ | $\kappa=5$ |
|---|---|---|
| $v_0(1+\gamma_xL)$ | 1.8071 | 0.6734 |
| $v_0(1+\gamma_{\rm st}L)$ | 0.6719 | 0.5470 |
| $v_0(1+\gamma_{GW}L)$ | 0.7223 | 0.5597 |
| static, $E/k$, $p<\Lambda$ | 0.7159 | 0.5715 |
| static, $dE/dk$, $p<\Lambda$ | 0.6662 | 0.5438 |
| static flow | 0.7597 | 0.5599 |
| GW flow | 0.8336 | 0.5727 |

For $\kappa=1$ the difference between $E/k$ and $dE/dk$ in the static approximation, $0.7159-0.6662 = 0.0497$, is nearly as large as the difference between the static and dynamic leading logarithms, $0.7223-0.6719 = 0.0504$. The first difference is $v_0\gamma_{\rm st}$ and the second is $v_0(\gamma_{GW}-\gamma_{\rm st})L$, so their near equality belongs to this $L$ and $\kappa$; for $\kappa=5$ they are $0.0277$ and $0.0127$. At this $k$ the constants matter about as much as the dynamics or more; the coefficient of the logarithm can be isolated only from the dependence on $k$. The lattice value of the constant differs again: $\Lambda a = 0.57926\times4.65 = 2.69$, so $\Lambda_{\rm eff}/\Lambda = 9.88/2.69\approx3.7$, between the values $4e^{-1/2}$ and $4$ of the circular and elliptic cutoffs.

The flow was integrated numerically as an ordinary differential equation, and the static result agrees with the Lambert form. For $\kappa=1$, $b = 1.57080$ and $0.7597+1.5708\ln(0.7597/0.39) = 0.7597+1.0474 = 1.8071$, which is $v_0+L/4\kappa$ as the implicit equation demands. The resummed velocities are larger than the first-order ones, although the coupling falls along the flow. The reason is that the rate $dv/dl = 1/[4\kappa(1+b/v)]$ increases with $v$: a faster electron gas is less polarizable, and the bare rate $1/(4\kappa)$ that is being screened does not depend on $v$. In SI units the resummed values are about $1.7\times10^6$ m/s (static) and $1.8\times10^6$ m/s (GW) for $\kappa=1$, and about $1.2\times10^6$ and $1.3\times10^6$ m/s for $\kappa=5$; even the second digit depends on the constant that the flow leaves open. Replacing $L$ by $L+0.886$, the bracket of the cutoff $p<\Lambda$, raises the $\kappa=1$ values to about $1.8\times10^6$ and $2.0\times10^6$ m/s and the $\kappa=5$ values by about $0.06\times10^6$ m/s, as much as or more than the difference between the static and GW flows.

For $\kappa=1$, $AL = 0.7512$, so $Z = 1-AL$ has lost its meaning. The unexpanded pole position gives $0.39\,(1+0.28283\times5.66860)/(1+0.7512) = 0.58$, far from $0.7223$. The two forms differ at order $L^2$, where $G_0W_0$ is incomplete, and the ratio form has no better standing than the expanded one: it keeps $Z$ but not the vertex factors that cancel it. For $\kappa=5$, $AL = 0.1203$ is small and the expansion in $L$ is under control, giving $1-AL = 0.88$ as the logarithmic part of $Z$ away from the threshold $|\omega|=vk$; the unexpanded pole position, $0.541$, still differs from $0.5597$ by about a tenth of the correction to $v_0$.

## What each derivation assumes

Both routes share the Dirac cone, the $1/q$ interaction with constant $\kappa$, the neutral ground state with unbroken symmetry, and the one-loop polarizability. Each has its own further assumptions.

The first derivation requires an instantaneous interaction. That is what allows the frequency integral to collapse into the projector $P$ and makes the self-energy a static Hermitian matrix with $Z=1$ and no decay. For bare exchange this is exact at order $\alpha$ and self-consistent. For screened exchange it is an assumption, and the route offers no parameter that controls it. One argument for static screening applies when the energy transferred is small compared with the energy of the screening modes. In a doped metal the plasmon provides such a scale. In the neutral sheet the polarization at wave vector $q$ and the intermediate electron state at $\mathbf k+\mathbf q$ have the same energy scale $vq$, at every $q$, so the argument never applies. In return for the assumption, this derivation gives the whole function $\Sigma(k)$ for a given cutoff, including the constant $c$ and the corrections in $k/\Lambda$. It needs a definite cutoff shape to do so, and the constant inherits that arbitrariness.

The second derivation requires a wide separation $k\ll\Lambda$ and a screened interaction that is homogeneous of degree $-1$ in $(vq,\nu)$. It makes no assumption about the frequency dependence and none about the shape of the cutoff. It yields only coefficients of $L$: no constant, no distinction between $E/k$ and $dE/dk$, no imaginary part. It contains the static result as the replacement $\sin\theta\to1$ and measures the error of that replacement, $\gamma_{GW}/\gamma_{\rm st}-1$, which is 8% ($\kappa=5$) and 18% ($\kappa=1$) in the example and $4/\pi-1$ at infinite coupling. The error is moderate because the weight $\sin^2\theta$ of $B-A$ favours low frequencies, a cancellation that cannot be seen in the first route, where $A$ does not exist.

The statement that screening reduces $\alpha/4$ by the factor $1+\pi\alpha/2$ is therefore exact for static screened exchange, and is a lower bound on the coefficient within GW. GW itself is not exact at the order at which the two differ. The term $-\alpha^2/3$ comes from one polarization loop and is proportional to $N\alpha^2$. The self-energy diagram with two crossed interaction lines is also of order $\alpha^2$ but has no closed loop and no factor $N$. GW is thus the leading term of an expansion in $1/N$ at fixed $\lambda$, and for $N=4$ the omitted vertex corrections are not parametrically small. Neither derivation addresses whether the gapless state is stable at $\alpha$ of order 2; both start from it.

The growth of the logarithm ends when doping, temperature or a metallic gate introduces a scale. With doping, the states below the Fermi momentum $k_F$ are occupied in both bands, their projectors add to the unit matrix and drop out of the traceless integral, and the finite density of states makes $\Pi(q\to0,0)$ a constant, so $W$ stops growing as $1/q$; $L$ saturates near $\ln(\Lambda/k_F)$. Temperature acts in the same way at $k\sim T/v$. A metallic gate at distance $d$ adds an image charge, multiplies $V$ by $1-e^{-2qd}$, and ends the growth at $k\sim1/d$. A substrate of finite thickness has $\kappa$ depending on $q$, and the rate $1/(4\kappa)$ then changes from one range of $k$ to another. In real graphene the $\sigma$ bands and the finite extent of the $\pi$ orbitals, both absent from this model, weaken $V$ at $q$ near the lattice scale; for a suspended sheet $\kappa=1$ holds only at small $q$, so the slope survives while the constant, and with it the velocities quoted above, changes. The instantaneous Coulomb form of $V$ fails when $v$ approaches the speed of light, which lies exponentially far down the flow. At the upper end, $v_0$ and $\Lambda$ are not separately meaningful: a change of $\Lambda$ by a factor $f$ is compensated, to first order in $\gamma\ln f$, by a change of $v_0$ by $-v_0\gamma\ln f$. A measured velocity already contains the renormalization down to the scale of the measurement, and using it as $v_0$ together with a lattice-scale $\Lambda$ counts the same shells twice.

## Calculated quantities

```
exchange S = 4 kappa Sigma/k at Lambda/k = 200 (dimensionless)
  cutoff ellipse: quadrature 6.684610  formula 6.684610
  cutoff p: quadrature 6.184607  formula 6.184612
  cutoff q: quadrature 7.184610  formula 7.184612
  dS/dln(Lambda/k) = 1.000005
  Legendre series 0.88629436, ln4-1/2 = 0.88629436
lattice dE/k (a.u. vel): ka=0.04 1.3775, ka=0.12 1.1027
  slope 0.2502 (formula 0.25), Lambda_eff*a = 9.89
polarizability at q = 0.05 1/bohr, v = 0.39 (1/(Ha bohr^2))
  nu = 0.00 Ha: band sum -0.0320513  formula -0.0320513
  nu = 0.02 Ha: band sum -0.0223750  formula -0.0223750
  nu = 0.08 Ha: band sum -0.0075903  formula -0.0075903
small lambda slope: GW 0.8488, 8/(3pi) = 0.8488, static 1
large lambda: GW 0.2026, static 0.1592
inputs: v0 = 0.39 a.u. = 8.5320e+05 m/s, a = 4.65 bohr
  k = 0.002 1/bohr, v0 k = 0.000780 Ha = 21.22 meV
  Lambda = 0.57926 1/bohr, Lambda/k = 289.63, L = 5.66860
  p cutoff: L+ln4-1/2 = 6.55489, L+ln4-3/2 = 5.55489
kappa = 1: alpha = 2.56410, lambda = 4.02768
  eps(q,0) = 5.02768, I = 1.06140, b = 1.57080 a.u.
  gamma: exchange 0.64103, static 0.12750, GW 0.15031
  gamma_GW/gamma_st = 1.1789, gamma_x/gamma_GW = 4.2646
  A = 0.13252 (shell 0.13252), B = 0.28283 (shell 0.28283)
  static shell: |A| = 0.00000, B = 0.12750; A*L = 0.7512
  v0(1+gamma L), a.u.: x 1.8071, static 0.6719, GW 0.7223
  p cutoff E/k, a.u.: x 2.0287, static 0.7159
  p cutoff dE/dk, a.u.: x 1.7787, static 0.6662
  resummed v, a.u.: static 0.7597 (ODE 0.7597), GW 0.8336
  resummed v, m/s: static 1.662e+06, GW 1.824e+06
kappa = 5: alpha = 0.51282, lambda = 0.80554
  eps(q,0) = 1.80554, I = 2.14065, b = 0.31416 a.u.
  gamma: exchange 0.12821, static 0.07101, GW 0.07674
  gamma_GW/gamma_st = 1.0808, gamma_x/gamma_GW = 1.6706
  A = 0.02123 (shell 0.02123), B = 0.09797 (shell 0.09797)
  static shell: |A| = 0.00000, B = 0.07101; A*L = 0.1203
  v0(1+gamma L), a.u.: x 0.6734, static 0.5470, GW 0.5597
  p cutoff E/k, a.u.: x 0.7177, static 0.5715
  p cutoff dE/dk, a.u.: x 0.6677, static 0.5438
  resummed v, a.u.: static 0.5599 (ODE 0.5599), GW 0.5727
  resummed v, m/s: static 1.225e+06, GW 1.253e+06
```
